True muonium: levels, annihilation rates and the electron-loop energy shift, part 1

(Sections cited here and not found follow in the second part.)

Tutorial sheet: from positronium to true muonium

**Problem**

True muonium (TM) is the bound state of a μ⁻ and a μ⁺. It differs from positronium (Ps) in the mass of its constituents, and in that a lighter charged particle, the electron, exists beside them. Let m be the mass of one constituent (m_e for Ps, m_μ for TM) and α = e²/(4πε₀ħc). Work to leading order in α in each part. The data are 1/α = 137.036, m_μc² = 105.658 MeV, m_ec² = 0.510999 MeV, m_μ/m_e = 206.768 and ħ = 1.05457×10⁻³⁴ J s.

One result of one-loop QED is given. An electron loop multiplies the propagator of a photon of four-momentum q by 1/(1 − Π(s)) ≈ 1 + Π(s), where s = q² and, with ħ = c = 1 and the charge defined at s = 0,

Π(s) = (2α/π) ∫₀¹ dx x(1−x) ln[1 − x(1−x)(s + i0)/m_e²].

(a) Find the levels, the Bohr radius and |ψ_nS(0)|² of the pair as functions of m, and evaluate them for the ground state of TM. State which Ps results carry over to TM by replacing m_e with m_μ.

(b) Show that an annihilation rate has the form Γ = |ψ(0)|² σv. Compute the two-photon rate of the singlet, set up the three-photon rate of the triplet, and scale both lifetimes from Ps to TM.

(c) Compute the rate of TM → e⁺e⁻ through one virtual photon for each spin state, and the lifetime of the 1³S₁ state.

(d) Obtain the same rate from the energy shift due to virtual annihilation and from Π(s).

(e) Derive the potential produced by the electron loop and its first-order shift of the 1S level of TM. Compare with the contact approximation and with the scaled Ps value.

(f) Estimate how many figures of the lifetime and of the binding energy these results support.

**Hints**

(a) Measure r in units of a length that removes m from the radial equation. For |ψ(0)|² at general n, multiply the radial equation by u′ and integrate. For the scaling, ask how many masses the theory of one lepton and the photon contains.

(b) Annihilation takes place over a distance ħ/mc, and the atom is larger by a factor of order 1/α. Compare the atom with a free pair in a box. For spinors at rest, reduce each Dirac matrix element to the form η†(…)ξ.

(c) Evaluate the muon current for the four spin states before anything else. Averaging over the direction of the electron makes the electron tensor proportional to δⁱʲ.

(d) Give the photon a small mass M and add the two time orderings of second-order perturbation theory. A decaying level has the energy E − iħΓ/2.

(e) For s = −Q², substitute x = (1+y)/2 and integrate by parts; the result is a superposition of terms Q²/(Q² + k²). Compare the Bohr radius of TM with ħ/(m_ec) before expanding in anything.

(f) Look for corrections that contain ln(m_μ/m_e).

**Solution**

(a) Levels and scaling

After removal of the centre of mass the relative motion has reduced mass m/2. For ψ = (u(r)/r)Y_lm,

−(ħ²/m)u″ + [ħ²l(l+1)/(m r²) − αħc/r] u = E u.

Put r = aρ with

a = 2ħ/(mcα).

Then ħ²/(ma²) = mc²α²/4 and αħc/a = mc²α²/2. Dividing by mc²α²/4 and writing E = ε mc²α²/4 gives an equation free of m:

−u″ + [l(l+1)/ρ² − 2/ρ] u = ε u.

For a bound state set ε = −κ² and u = e^(−κρ) v. Since u″ = e^(−κρ)(v″ − 2κv′ + κ²v), the κ² terms cancel and −v″ + 2κv′ + l(l+1)v/ρ² − 2v/ρ = 0. Insert v = Σ c_k ρ^(k+l+1). The coefficient of ρ^(k+l), with (k+l+2)(k+l+1) − l(l+1) = (k+1)(k+2l+2), gives

(k+1)(k+2l+2) c_(k+1) = 2[κ(k+l+1) − 1] c_k.

If the series does not end, c_(k+1)/c_k → 2κ/k, so v grows as e^(2κρ) and u cannot be normalized. It ends when κ = 1/n with n = k + l + 1, so

E_n = −mc²α²/(4n²).

The recursion and ∫₀^∞ ρ^j e^(−pρ) dρ = j!/p^(j+1) give the functions normalized to ∫u²dρ = 1. For 1S, u = 2ρe^(−ρ). For 2S, κ = 1/2 gives c₁ = −c₀/2, and ∫ρ²(1 − ρ + ρ²/4)e^(−ρ)dρ = 2 − 6 + 6 = 2, so u = ρ(1 − ρ/2)e^(−ρ/2)/√2. For 2P, ∫ρ⁴e^(−ρ)dρ = 24, so u = ρ²e^(−ρ/2)/√24.

For the density at the origin take l = 0 and any potential term W(ρ) with Wu² → 0 at the origin, so that u″ = (W − ε)u. Multiply by 2u′ and integrate from 0 to ∞. The left side gives −u′(0)². The right side is ∫(W − ε)(u²)′dρ = −∫W′u²dρ by parts, the boundary terms being zero. Hence

u′(0)² = ⟨W′⟩, or in SI form |ψ(0)|² = (m/4πħ²)⟨dV/dr⟩,

because |ψ(0)|² = u′(0)²/4π when u is normalized in r. For W = −2/ρ one needs ⟨2/ρ²⟩. The recursion holds for non-integer l ≥ 0, with ε = −1/(k+l+1)², so dε/dl = 2/n³ at fixed k. The Hellmann–Feynman theorem gives dε/dl = (2l+1)⟨1/ρ²⟩. At l = 0 this means ⟨1/ρ²⟩ = 2/n³ and u′(0)² = 4/n³. Restoring the length a,

|ψ_nS(0)|² = 1/(πa³n³) = m³c³α³/(8πħ³n³).

For 2S the explicit function has u′(0)² = 1/2, in agreement.

For TM, a = 1.05835×10⁻¹⁰ m/206.768 = 5.11855×10⁻¹³ m, and the binding energy of the ground state is

m_μc²α²/4 = 105.658 MeV/(4 × 137.036²) = 1406.61 eV = 2.25364×10⁻¹⁶ J,

which is 206.768 times the Ps value 6.80285 eV. The density is 1/(π × (5.11855×10⁻¹³ m)³) = 2.37361×10³⁶ m⁻³.

The rule for scaling follows from dimensions. QED of one lepton and the photon has one dimensional parameter, m, so every energy is mc² times a function of α, every rate is mc²/ħ times such a function and every length is ħ/(mc) times one. Any Ps result computed from electrons and photons alone therefore holds for the part of TM made of muons and photons alone. The rule says nothing about processes in TM that involve electrons, since these depend on the second ratio m_e/m_μ and have no image in Ps. Parts (c) to (e) treat two such processes.

(b) Annihilation rates and photon channels

Amplitudes are computed with ħ = c = 1, e² = 4πα and metric (+,−,−,−); γ·k means γ^μ k_μ. SI factors are restored by dimensions.

Let T(p) be the amplitude for a free pair of relative momentum p, in a given spin state, to go to a given final state. A state with relative wave function φ has the amplitude ∫d³p/(2π)³ φ̃(p)T(p). T varies on the scale p ~ m, while φ̃ is concentrated at p ~ 1/a ~ αm. Replacing T(p) by T(0) leaves T(0)∫d³p/(2π)³ φ̃(p) = T(0)φ(0). The rate is thus |φ(0)|² times a constant that does not depend on φ. For a slow free pair in a box of volume L³, |φ(0)|² = 1/L³, and the rate is by definition of the cross-section σv/L³, with v the relative speed. The constant is therefore σv at threshold, computed without the Coulomb attraction, which ψ already contains:

Γ = |ψ(0)|² σv, σv = (1/4m²) ∫dΦ Σ|M|².

The factor 1/4m² is 1/(2E₁·2E₂) for relativistically normalized particles at rest, the sum runs over final spins, and dΦ = (2π)⁴δ⁴(P − Σk) Π d³k/((2π)³2E). The error of the replacement can be estimated: the Coulomb ψ̃ falls as ψ(0)/(a p⁴), so a term p²/m² in T(p) contributes ψ(0)/(a m²) ∫dp up to p ~ m, which is of relative size 1/(am) ~ α.

For two final particles of equal energy E = m and momentum k = bm, the momentum δ-function removes one integral and leaves k²dk dΩ δ(2m − 2E)/(16π²E²). With dE = k dk/E the δ-function gives E/(2k), so

dΦ₂ = b dΩ/(32π²), ∫dΦ₂ = b/(8π).

In the Dirac representation γ⁰ = diag(1, −1) and γⁱ has σⁱ in the upper right block and −σⁱ in the lower left. At rest the μ⁻ spinor is u_s = √(2m)(ξ_s, 0), and the μ⁺ spinor with physical spin s is v_s = iγ²u_s* = √(2m)(0, η_s) with η_s = −iσ²ξ_s*. For ξ↑ = (1,0) and ξ↓ = (0,1) this gives η↑ = (0,1) and η↓ = (−1,0). With the μ⁻ spin written first, the scalar η†ξ is 0 for ↑↑ and ↓↓, −1 for ↑↓ and +1 for ↓↑. The singlet (↑↓ − ↓↑)/√2 has η†ξ = −√2 and the three triplet states have zero.

For two photons, p = (m,0), kᵢ has energy m, (p − kᵢ)² − m² = −2p·kᵢ = −2m², and up to a phase

M = (e²/2m²) v̄[γ·ε₂ (γ·p − γ·k₁ + m) γ·ε₁ + (1↔2)]u.

The polarization vectors are real, spatial and transverse. Since ε·p = 0, γ·p anticommutes with γ·ε, and (γ·p + m)γ·ε u = γ·ε(m − γ·p)u = 0. What remains is v̄[γ·ε₂ γ·k₁ γ·ε₁ + γ·ε₁ γ·k₂ γ·ε₂]u. The time parts of k₁ and k₂ add to −mγ⁰{γ·ε₁, γ·ε₂}, which is a number times γ⁰, and v̄γ⁰u = v†u = 0. The space parts have opposite signs, since the three-momenta are k and −k. The product γⁱγʲγˡ has σⁱσʲσˡ in its lower left block, so |v̄γⁱγʲγˡu| = 2m|η†σⁱσʲσˡξ|. For three-vectors A and B perpendicular to k, the rule (A·σ)(B·σ) = A·B + i(A×B)·σ used twice gives

(A·σ)(k·σ)(B·σ) = i(A×k)·B − (A·B) k·σ.

The second term is symmetric in A and B and drops out of the difference of the two orderings; the first is antisymmetric and doubles. With |k| = m,

|M| = (e²/2m²) · 2m · 2m |k̂·(ε₁×ε₂)| |η†ξ| = 2e²|k̂·(ε₁×ε₂)| |η†ξ|.

The triplet amplitude vanishes. For the singlet, two of the four polarization pairs have |k̂·(ε₁×ε₂)| = 1 and two have zero, so Σ|M|² = 4e⁴·2·2 = 16e⁴. With b = 1 and a factor 1/2 for identical photons,

σv = (1/4m²)(1/2)(1/8π) · 16 · 16π²α² = 4πα²/m².

The SI unit of σv is (ħ/mc)²c = ħ²/(m²c). Multiplying by |ψ(0)|²,

Γ(n¹S₀ → 2γ) = α⁵mc²/(2ħn³).

With α⁵ = 2.06932×10⁻¹¹ and m_μc²/ħ = 1.60523×10²³ s⁻¹ the TM rate is 1.66087×10¹² s⁻¹, a lifetime of 0.602 ps; the Ps value at this order is 124.494 ps, larger by 206.768.

For three photons the amplitude is the sum over the six orderings (i,j,l) of

e³ v̄ γ·ε_l S(p − kᵢ − k_j) γ·ε_j S(p − kᵢ) γ·εᵢ u, S(q) = (γ·q + m)/(q² − m²).

The average over the three triplet states is independent of the orientation of the decay plane. Then d³k₁d³k₂ = 8π²E₁²E₂²dE₁dE₂ d cosθ, and E₃² = E₁² + E₂² + 2E₁E₂cosθ gives d cosθ = E₃dE₃/(E₁E₂). Inserting these in dΦ₃ = (2π)⁻⁵ δ(2m − ΣE) d³k₁d³k₂/(8E₁E₂E₃) yields dΦ₃ = dE₁dE₂/(32π³), to be divided by 3! for identical photons. This integral is done numerically, with explicit matrices, in the numerical check. It gives zero for the singlet and σv = 1.54596 α³ħ²/(m²c) for the triplet. The coefficient agrees with the Ore–Powell closed form 16(π² − 9)/9 within the asserted relative tolerance 10⁻⁵; the closed form is confirmed in that way and is not derived analytically here. Multiplying by m³α³/8π,

Γ(1³S₁ → 3γ) = [2(π² − 9)/9π] α⁶mc²/ħ = 0.0615119 α⁶mc²/ħ.

For Ps this is a lifetime of 138674 ps at this order. Scaled to TM it is a rate of 1.49104×10⁹ s⁻¹, or 671 ps if no other channel were open.

(c) Decay to an electron pair

Since 2m_μ > 2m_e, the pair can annihilate into one virtual photon of s = (2m)², which creates e⁺e⁻; from here on m = m_μ. The binding energy changes s by a relative amount of order α² and is dropped. Up to a phase,

M = (e²/s) J_μ L^μ, J^μ = v̄γ^μu, L^μ = ū(k₁)γ^μ v(k₂).

The time component J⁰ = v†u vanishes. The matrix γ⁰γⁱ has σⁱ in both off-diagonal blocks, so Jⁱ = 2m η†σⁱξ. With the spinors of part (b), the vector η†σξ is the matrix element σ₂₁ = (1, i, 0) for ↑↑, −σ₁₂ = (−1, i, 0) for ↓↓, −σ₁₁ = (0, 0, −1) for ↑↓ and σ₂₂ = (0, 0, −1) for ↓↑. The singlet takes the difference of the last two, which is zero: a state of spin 0 offers no vector for the photon to couple to. The m_s = 0 triplet takes their sum over √2, which is (0, 0, −√2). All three triplet states have squared length 2, so

|J|² = 8m² (triplet), J = 0 (singlet).

The sum over electron spins uses Σuū = γ·k₁ + m_e, Σvv̄ = γ·k₂ − m_e, Tr γ^μγ^ν = 4g^μν and Tr γ^αγ^μγ^βγ^ν = 4(g^αμ g^βν − g^αβ g^μν + g^αν g^μβ):

Σ L^μ L^ν* = Tr[(γ·k₁ + m_e)γ^μ(γ·k₂ − m_e)γ^ν] = 4[k₁^μ k₂^ν + k₁^ν k₂^μ − g^μν(k₁·k₂ + m_e²)].

From s = (k₁ + k₂)² = 2m_e² + 2k₁·k₂ the last bracket is s/2. For spatial indices gⁱʲ = −δⁱʲ and the momenta are k and −k, so the tensor is 4[(s/2)δⁱʲ − 2kⁱkʲ]. The angular average replaces kⁱkʲ by k²δⁱʲ/3, and k² = b²s/4 with the electron speed b given by

b² = 1 − 4m_e²/s = 1 − m_e²/m_μ².

The averaged tensor is 4[s/2 − b²s/6]δⁱʲ = (2s/3)(3 − b²)δⁱʲ. For each triplet state, with s = 4m²,

⟨Σ|M|²⟩ = (e⁴/s²) · 8m² · (2s/3)(3 − b²) = (4/3)e⁴(3 − b²),

σv = (1/4m²)(b/8π)(4/3)(16π²α²)(3 − b²) = (4πα²/3m²) · b(3 − b²)/2.

The final particles are distinct, so there is no symmetry factor. In SI form σv = (4πα²ħ²/3m²c) · b(3 − b²)/2, and

Γ(n³S₁ → e⁺e⁻) = [m³c³α³/(8πħ³n³)] · [4πα²ħ²/(3m²c)] · b(3 − b²)/2 = [α⁵m_μc²/(6ħn³)] · b(3 − b²)/2.

The mass that sets the rate is the muon mass. To see how little the electron mass matters, put δ = m_e²/s. Then (3 − b²)/2 = 1 + 2δ and b = √(1 − 4δ) = 1 − 2δ − 2δ² + …, so the linear terms cancel and the factor is 1 − 6δ² + …. For TM, 6δ² = 2.05×10⁻¹⁰.

Numerically,

Γ = 2.06932×10⁻¹¹ × 1.60523×10²³ s⁻¹/6 = 5.53622×10¹¹ s⁻¹,

and equally 2.37361×10³⁶ m⁻³ × 2.33241×10⁻²⁵ m³/s. The lifetime is 1/Γ = 1.806 ps at this order, the width is ħΓ = 3.64×10⁻⁴ eV and cτ = 5.4×10⁻⁴ m.

Scaling from Ps gave 671 ps for the triplet. The true decay is faster by a factor of 371. One power of α, since σv is of order α² where three photons cost α³, gives 137 of this; the larger numerical coefficient, 4π/3 against 1.546, gives the remaining 2.71. The inverse ratio is Γ₃γ/Γ_ee = 6 × 0.0615119/137.036 = 0.00269. In Ps the triplet outlives the singlet by 138674/124.494, about 1100; in TM the ratio of the leading-order lifetimes is (1/2)/(1/6) = 3. Of the other channels, the weak decay of a muon takes roughly 2 μs and is slower by about six orders of magnitude. A pair of charged pions needs roughly 280 MeV, more than 2m_μc² = 211 MeV. The channel π⁰γ is open (the π⁰ has roughly 135 MeV); it carries one more power of α than e⁺e⁻ and a hadronic factor, and it is not computed here.

The levels and leading-order annihilation rates of true muonium are now established, with a 1³S₁ lifetime of 1.806 ps set by decay to e⁺e⁻. It remains to recover that rate from the annihilation shift and Π(s), to find the 1S shift produced by the electron loop, and to estimate the accuracy of the results.
